\section*{Critical Size of a Small Monolayer Island: Capillarity and Bond Counting}

\section*{Problem}

A metal island one atomic layer high grows on a close-packed face at $T=500$ K, as may happen during atomic layer deposition once metal atoms have lost their ligands and move freely. Its edge energy per length is $\beta=0.3$ eV/nm, the area per atom is $\Omega=0.07$ nm$^2$, and the driving force is $\Delta\mu=0.1$ eV per atom. Here $\Delta\mu>0$ is the free energy released when one atom passes from the supersaturated reservoir of mobile atoms into a complete layer.

\begin{enumerate}
\item Treat the island as a continuum with a constant edge energy. Find the critical size and the nucleation barrier.
\item Replace the continuum by atoms with nearest-neighbour bonds, with the same $\beta$, $\Omega$ and $\Delta\mu$. How far can the continuum result be trusted, and at what size does it become safe?
\item What do temperature, the substrate and strain change?
\end{enumerate}

Energies are in eV and lengths in nm. The work $G$ of forming an island at a given site is measured from the empty site.

\section*{Solution 1: the continuum island}

A circular island of radius $r$ has perimeter $2\pi r$ and contains $N=\pi r^2/\Omega$ atoms, so
\begin{equation}
G(r)=2\pi r\beta-\frac{\pi r^2}{\Omega}\Delta\mu .
\end{equation}
The edge costs energy and the area releases it. Setting $dG/dr=2\pi\beta-2\pi r\Delta\mu/\Omega$ to zero gives
\begin{equation}
r^*=\frac{\beta\Omega}{\Delta\mu}=\frac{0.3\times0.07}{0.1}=0.21\ \text{nm}.
\end{equation}
The second derivative, $-2\pi\Delta\mu/\Omega$, is negative, so this is a maximum: smaller islands tend to shrink and larger ones to grow. The critical size is
\begin{equation}
N^*=\frac{\pi r^{*2}}{\Omega}=\frac{\pi\beta^2\Omega}{\Delta\mu^2}
=\frac{\pi\times0.09\times0.07}{0.01}\approx 2.0 .
\end{equation}

For another fixed shape, write the perimeter as $c$ times the square root of the area $N\Omega$. Then
\begin{equation}
G(N)=c\beta\sqrt{\Omega N}-N\Delta\mu,\qquad
\frac{dG}{dN}=\frac{c\beta\sqrt{\Omega}}{2\sqrt N}-\Delta\mu .
\end{equation}
At the maximum $c\beta\sqrt\Omega=2\Delta\mu\sqrt{N^*}$, and therefore
\begin{equation}
N^*=\frac{c^2}{4}\,\frac{\beta^2\Omega}{\Delta\mu^2},\qquad
G^*=2N^*\Delta\mu-N^*\Delta\mu=N^*\Delta\mu .
\label{eq:shape}
\end{equation}
A circle has $c^2=4\pi$. A hexagon of side $s$ has perimeter $6s$ and area $3\sqrt3s^2/2$, so $c^2=8\sqrt3$; a square has $c^2=16$. The factor $c^2/4$ is thus $\pi$, $2\sqrt3$ or $4$, and the critical sizes are 1.98, 2.18 and 2.52 atoms. The circular barrier is $0.198$ eV, or $4.6\,kT$ with $kT=0.0431$ eV.

The answer already undermines its premises. The critical radius is smaller than the atomic spacing, which is 0.28 nm on a triangular lattice of this density. Nor is the top of the barrier well localized in $N$. Differentiating once more and using the condition at the maximum,
\begin{equation}
G''(N^*)=-\frac{c\beta\sqrt\Omega}{4N^{*3/2}}=-\frac{\Delta\mu}{2N^*}.
\end{equation}
In the quadratic approximation $G$ falls by $kT$ at a distance $\delta$ given by $\Delta\mu\,\delta^2/(4N^*)=kT$:
\begin{equation}
\delta=\sqrt{\frac{4N^*kT}{\Delta\mu}}
=\sqrt{\frac{4\times1.98\times0.0431}{0.1}}\approx1.8 .
\end{equation}
This is nearly $N^*$ itself, so the region that should be a narrow, smooth summit reaches down to less than one atom. These are warnings about the method; they do not give the size of its error.

\section*{Solution 2: the same island made of atoms}

\subsection*{Energy and calibration}

Let the atoms sit on a triangular lattice of spacing $a$, each nearest-neighbour bond lowering the energy by $\phi$. An atom has six neighbour directions, and a bond is shared by two atoms, so a complete layer has three bonds per atom. An island with $N$ atoms and $B$ bonds lacks
\begin{equation}
U=3N-B
\end{equation}
bonds relative to $N$ atoms in a complete layer. Counting directions gives $6N=2B+(\text{broken bonds})$, so $U$ is half the number of broken bonds, and
\begin{equation}
G(N)=\phi U-N\Delta\mu .
\end{equation}

On a long close-packed edge each atom, occupying a length $a$, has two broken bonds and contributes $1$ to $U$. Hence $\beta=\phi/a$. From $\Omega=\sqrt3a^2/2$ one finds $a=0.284$ nm and $\phi=0.3\times0.284=0.0853$ eV. This identifies $\beta$ with the edge energy at zero temperature.

\subsection*{The smallest edge cost}

Label the sites by integers $(x,y)$ along two lattice directions at $60^\circ$. The three bond directions are then rows of constant $y$, constant $x$ and constant $x+y$. Along a bond each of these labels changes by at most one, so in a connected island the occupied values of each are consecutive. Let $x$, $y$ and $x+y$ take $r_1$, $r_2$ and $r_3$ values, and let $s=r_1+r_2+r_3$. Every occupied row has at least two broken bonds, one at each end, so $U\ge s$.

The island lies in a box of $r_1r_2$ sites, in which $x+y$ can take $r_1+r_2-1$ values. Only $r_3$ of them are used. Suppose the $t$ lowest and $u$ highest are missing, with
\begin{equation}
t+u=m=r_1+r_2-1-r_3 .
\end{equation}
If $t$ were as large as $r_1$ or $r_2$, a whole side row of the box would be empty, contrary to its definition; the same holds for $u$. The missing corners are therefore full triangles of $t(t+1)/2$ and $u(u+1)/2$ sites. With $t^2+u^2\ge m^2/2$,
\begin{align}
N&\le r_1r_2-\tfrac12(t^2+u^2)-\tfrac12(t+u)
\le r_1r_2-\tfrac14m^2-\tfrac12m\nonumber\\
&=\tfrac14+r_1r_2-\tfrac14(m+1)^2
=\tfrac14+\tfrac14\left[4r_1r_2-(r_1+r_2-r_3)^2\right].
\end{align}
Let $\sigma=r_1r_2+r_2r_3+r_3r_1$. Expanding the square turns the bracket into $2\sigma-(r_1^2+r_2^2+r_3^2)=4\sigma-s^2$. Since
\begin{equation}
s^2-3\sigma=\tfrac12\left[(r_1-r_2)^2+(r_2-r_3)^2+(r_3-r_1)^2\right]\ge0,
\end{equation}
the bracket is at most $s^2/3$. Thus $N\le(s^2+3)/12$, and because $U$ is an integer,
\begin{equation}
U\ge\left\lceil\sqrt{12N-3}\,\right\rceil .
\label{eq:umin}
\end{equation}
Here $\lceil z\rceil$ is the smallest integer not below $z$. A direct bond count of islands built by adding atoms in a spiral attains this bound at every size from 1 to 1000, which covers the sizes used here. Equality can therefore be used in \eqref{eq:umin}.

\subsection*{A staircase in place of a smooth maximum}

For $N=1,\dots,7$ the minimum is $U=3,5,6,7,8,9,9$. At $\Delta\mu=0.1$ eV the work $G$ is 0.156, 0.226, 0.212, 0.197, 0.182, 0.168 and 0.068 eV. The maximum is at two atoms, and the barrier of 0.226 eV is 4\% above the continuum hexagon's 0.218 eV.

That agreement is fragile. Each atom added between $N=2$ and $N=6$ raises $U$ by one and changes $G$ by $\phi-\Delta\mu$, here $-0.015$ eV. If $\Delta\mu$ falls below $\phi=0.0853$ eV, these four steps turn uphill together. The seventh atom completes a hexagon at no edge cost and so always lowers $G$. The critical size then jumps from 2 to 6; this was tested with $\Delta\mu$ set 1\% above and 1\% below $\phi$. At 0.08 eV the atomistic critical size is 6, while the continuum hexagon gives 3.4.

\subsection*{When the continuum matches the lowest-energy islands}

Inserting $\beta=\phi/a$ and $\Omega=\sqrt3a^2/2$ in \eqref{eq:shape} for the hexagon gives
\begin{equation}
N^*_{\rm hex}=2\sqrt3\,\frac{\sqrt3}{2}\frac{\phi^2}{\Delta\mu^2}
=\frac{3\phi^2}{\Delta\mu^2},\qquad
G^*_{\rm hex}=\frac{3\phi^2}{\Delta\mu}.
\end{equation}
The same substitution makes the continuum edge term $\phi\sqrt{12N}$. Since $\lceil z\rceil<z+1$, the atomistic $G(N)$ is less than $G_{\rm hex}(N)+\phi$ at every $N$, and so is its maximum. Relative to the continuum barrier, the excess obeys
\begin{equation}
\frac{G^*_{\rm atom}-G^*_{\rm hex}}{G^*_{\rm hex}}
<\frac{\phi}{G^*_{\rm hex}}=\frac{\Delta\mu}{3\phi}
=\frac{1}{\sqrt{3N^*_{\rm hex}}} .
\label{eq:bound}
\end{equation}
For the given island the right side is 0.39, so the 4\% found above is far better than the theory can promise. An excess below 10\% is guaranteed if $N^*_{\rm hex}\ge 1/(3\times0.1^2)\approx33$, or $\Delta\mu\le0.3\phi\approx0.026$ eV. This condition is sufficient, not necessary. It compares lowest energies only and does not make the continuum safe at 500 K, where shape entropy also matters (Solution 3).

\subsection*{The same inputs on a square lattice}

With four neighbours, $U=2N-B$. A straight edge has one broken bond per atom, so $\beta=\phi/(2a)$. Now $a=\sqrt\Omega=0.265$ nm and $\phi=0.159$ eV. An island with $r_1$ occupied columns and $r_2$ occupied rows has $N\le r_1r_2$ and
\begin{equation}
U\ge r_1+r_2\ge2\sqrt{r_1r_2}\ge2\sqrt N ,
\end{equation}
so $U\ge\lceil2\sqrt N\,\rceil$. A $k\times k$ square has $U=2k$. Adding a row of up to $k$ atoms gives $2k+1$, and filling the next side gives $2k+2$, which are the values of the bound at those sizes. For $N=1,2,3,4$ this means $U=2,3,4,4$. The maximum, 0.335 eV, is at three atoms, 33\% above the continuum square. If these works entered a nucleation rate as $e^{-G^*/kT}$ with the prefactor held fixed, the difference of 0.083 eV would change the rate by a factor of about 7. At 500 K shape entropy removes most of this difference: six three-atom shapes share the lowest energy, which lowers the barrier by $kT\ln6$ to 0.258 eV, close to the continuum 0.252 eV. That closeness is accidental, since 0.252 eV uses the zero-temperature $\beta$. With the edge free energy of this lattice at 500 K, about 0.25 eV/nm, and a nearly round island, the continuum barrier is about 0.14 eV.

\begin{table}[h]
\centering
\caption{Critical size and barrier at fixed $\beta$ and $\Omega$. Atomistic entries are for the lowest-energy islands, without shape entropy. The continuum shape is a hexagon for the triangular lattice and a square for the square lattice.}
\begin{tabular}{lccccc}
\hline
Lattice & $\Delta\mu$ (eV) & \multicolumn{2}{c}{Continuum} & \multicolumn{2}{c}{Atomistic}\\
 & & $N^*$ & $G^*$ (eV) & $N^*$ & $G^*$ (eV)\\
\hline
Triangular & 0.10 & 2.2 & 0.218 & 2 & 0.226\\
Triangular & 0.08 & 3.4 & 0.273 & 6 & 0.288\\
Triangular & 0.02 & 55 & 1.091 & 57 & 1.163\\
Square & 0.10 & 2.5 & 0.252 & 3 & 0.335\\
\hline
\end{tabular}
\end{table}

The third row shows what a large nucleus does and does not cure. For lowest-energy islands the critical size happens to be right to about 4\% at this $\Delta\mu$, but it still moves in jumps: at $\Delta\mu=\phi/4\approx0.0213$ eV it drops from 57 to 41 while the continuum gives 48, errors of $+19\%$ and $-14\%$. The atomistic barrier in the third row is 7\% above the continuum one, a larger relative excess than the 4\% in the first row. What shrinks with $\Delta\mu$ is the bound \eqref{eq:bound}, not the error at each step. For these lowest-energy islands the absolute error does not tend to zero. For any positive integer $s$, the smallest $N$ above $(s^2+3)/12$ has $U\ge s+1$ by \eqref{eq:umin}, and this $N$ is at most $(s^2+15)/12$. Its work is therefore at least $\phi(s+1)-\Delta\mu(s^2+15)/12$. If $s$ is the integer nearest $6\phi/\Delta\mu$, then $\phi s-\Delta\mu s^2/12$ is within $\Delta\mu/48$ of $3\phi^2/\Delta\mu=G^*_{\rm hex}$. The atomistic barrier thus exceeds the continuum one by at least $\phi-1.3\Delta\mu$, which approaches a whole bond energy for weak driving. For $\Delta\mu$ from 0.01 to 0.1 eV the excess ranges from zero, reached at $\Delta\mu=\phi$, to about $0.92\,\phi$.

\section*{Solution 3: temperature, substrate and strain}

\subsection*{Shape entropy}

At finite temperature an island of given size can take many shapes. On the triangular lattice, summing over all connected shapes, with those differing by a translation counted once, gives the free energy per site of formation
\begin{equation}
F(N)=-kT\ln\sum_{\rm shapes}e^{-\phi U/kT}-N\Delta\mu .
\end{equation}
A pair has three orientations of equal energy, so $F(2)=0.226-kT\ln3=0.179$ eV. Complete enumeration gives $F=0.156$, 0.179, 0.161 and 0.126 eV for one to four atoms, and a further fall up to $N=7$, the largest size enumerated. The top is still at two atoms, but it lies only 0.023 eV, or $0.54\,kT$, above the single atom. Most of the apparent barrier is the cost of having a mobile atom at the site at all. Within this model there is no substantial free-energy barrier to growth from a single atom.

Shape entropy also smooths the staircase. At $\Delta\mu=0.08$ eV the free energies of two, three and four atoms are 0.219, 0.221 and 0.206 eV, so the top is at three atoms, not six. Nor does the effect fade over the sizes enumerated: whatever the value of $\Delta\mu$, it lowers the work by 0.047 eV at two atoms and by 0.091 eV at seven. A continuum estimate for large islands needs the edge free energy at 500 K, which is much lower than the zero-temperature $\beta$. In this bond model it is about 0.20 eV/nm and nearly independent of direction, so the continuum barrier $\pi\beta^2\Omega/\Delta\mu$ is only about 40\% of $G^*_{\rm hex}$. This shift is far larger than the 10\% discreteness error discussed in Solution 2. For small islands even this replacement does not guarantee an accurate barrier.

The picture of rare nuclei fails as well. In a dilute equilibrium gas of islands the number of size $N$ per site is $e^{-F(N)/kT}$. This gives about 0.027 for single atoms and 0.016 for pairs, the critical size. Critical nuclei would thus be more than half as common as single atoms, with about one for every 60 sites. Such a gas is no longer truly dilute: islands exclude one another. If only single atoms and pairs are present, this lowers their densities by about a quarter and a third; if islands of up to four atoms are also admitted, the reductions grow to roughly half. Critical nuclei are still far from rare. The formula should not be used beyond the top, where islands tend to grow and are not in equilibrium with the reservoir.

\subsection*{Comparison with a real deposition}

The area $\Omega$ is roughly that of a close-packed noble metal. The edge energy is low: steps on clean metals may cost a few times more per length. Since $N^*\propto\beta^2$, tripling $\beta$ at fixed $\Delta\mu$ raises the circular estimate to about 18 atoms, so the conclusion of a two-atom nucleus belongs to low edge energies or strong driving.

Deposition on a foreign substrate breaks another assumption, that covering the surface costs nothing. If the sum of surface and interface energies rises by $0.1$ J/m$^2$, each atom pays $0.1$ J/m$^2\times\Omega=0.044$ eV. This acts against $\Delta\mu$, leaving 0.056 eV, and the circular estimate becomes 6.2 atoms. In this estimate a rise of about 0.23 J/m$^2$ or more would cancel $\Delta\mu$ entirely, and a one-layer island would then tend to shrink whatever its size. A substrate that the metal wets shifts the critical size the other way.

A uniform misfit strain $\varepsilon$ in both in-plane directions stores an energy density $M\varepsilon^2$, where $M$ is the biaxial modulus: the stress is $M\varepsilon$ in each direction, and each contributes $M\varepsilon^2/2$. For $M=200$ GPa, $\varepsilon=0.02$ and a layer 0.23 nm thick, the cost is 0.008 eV per atom and $N^*=2.3$. At the values chosen here, strain matters least of these three changes. Its cost grows as $\varepsilon^2$, however: a 5\% misfit costs 0.050 eV per atom, more than the interface term above, and about 7\% would cancel $\Delta\mu$.

All the substrate, strain and edge values are chosen round numbers, not data for one metal. The bond model also omits ligands, many-body bonding, substrate relaxation and the kinetics of the deposition pulses. It shows how uncertain the continuum step is at this size; it does not predict the nucleus of a particular process. Values with more digits are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
edge energy 0.3 eV/nm; area per atom 0.07 nm^2
driving force 0.1 eV/atom; temperature 500 K
thermal energy kT = 0.0431 eV
supersaturation exp(dmu/kT) = 10.2
circle: critical radius = 0.210 nm
circle: critical size = 1.979 atoms
circle: barrier = 0.1979 eV = 4.59 kT
hexagon: critical size = 2.182 atoms
hexagon: barrier = 0.2182 eV
square: critical size = 2.520 atoms
square: barrier = 0.2520 eV
circle: curvature of G at top = -0.0253 eV/atom^2
circle: half-width of top at kT = 1.85 atoms
triangular lattice: spacing = 0.2843 nm
triangular lattice: bond energy = 0.0853 eV
triangular lattice, lowest-energy islands:
  N=1: U=3, G=0.1559 eV, with shape entropy 0.1559 eV
  N=2: U=5, G=0.2265 eV, with shape entropy 0.1791 eV
  N=3: U=6, G=0.2117 eV, with shape entropy 0.1611 eV
  N=4: U=7, G=0.1970 eV, with shape entropy 0.1259 eV
  N=5: U=8, G=0.1823 eV, with shape entropy 0.0818 eV
  N=6: U=9, G=0.1676 eV, with shape entropy 0.0323 eV
  N=7: U=9, G=0.0676 eV, with shape entropy -0.0231 eV
triangular: critical size 2, barrier 0.2265 eV
triangular: barrier / hexagon continuum = 1.038
square lattice: spacing 0.2646 nm, bond 0.1587 eV
square lattice: critical size 3, barrier 0.3350 eV
square: barrier / square continuum = 1.329
at dmu = 0.08 eV: triangular critical size 6, barrier 0.2876 eV
at dmu = 0.08 eV: continuum circle 3.09, hexagon 3.41 atoms
bound on relative barrier excess = 0.391
scan 0.01-0.1 eV: barrier excess from 0.002 to 0.915 bond energies
10% guarantee: N* = 33.3 atoms, dmu = 0.0256 eV
at dmu = 0.02 eV: hexagon 54.6 atoms, 1.0912 eV
at dmu = 0.02 eV: triangular 57 atoms, 1.1629 eV
with shape entropy: top at N = 2, 0.1791 eV
with shape entropy: rise above monomer = 0.0232 eV = 0.54 kT
interface cost 0.1 J/m^2 = 0.0437 eV/atom; circle N* = 6.24
strain 0.02, modulus 200 GPa, thickness 0.23 nm
strain cost = 0.0080 eV/atom; circle N* = 2.34
edge energy 0.9 eV/nm: circle N* = 17.8 atoms
\end{verbatim}
